# Generalised Wigner separation distribution of two trapped particles with inverse-square interaction

## 1. The result

Two particles of mass $m$ move on a line in a harmonic trap of angular frequency $\omega$ and interact through an inverse-square potential:

$$H=-\frac{\hbar^2}{2m}\left(\partial_1^2+\partial_2^2\right)+\frac{m\omega^2}{2}\left(x_1^2+x_2^2\right)+\frac{g}{(x_1-x_2)^2}.$$

They do not cross, so $r=x_1-x_2>0$. Define

$$G=\frac{mg}{\hbar^2},\qquad \lambda=\frac{1+\sqrt{1+4G}}{2},\qquad \varrho=2\lambda,\qquad \ell=\sqrt{\frac{\hbar}{m\omega}} .$$

For every $G\ge-1/4$ the ground-state density of $r$ is proportional to $r^{\varrho}e^{-r^2/2\ell^2}$. In terms of $s=r/\langle r\rangle$ it is the generalised Wigner form

$$P(s)=a\,s^{\varrho}e^{-bs^2},\qquad b=\left[\frac{\Gamma(\frac{\varrho+2}{2})}{\Gamma(\frac{\varrho+1}{2})}\right]^2,\qquad a=\frac{2\,b^{(\varrho+1)/2}}{\Gamma(\frac{\varrho+1}{2})},$$

where $\Gamma(\cdot)$ is the gamma function. All repulsive couplings are included, as are $G=0$ with non-crossing and weak attraction down to $G=-1/4$. A condition at contact, given in section 3, is part of the statement.

The result matters for vicinal surfaces. A step that wanders along a surface is described by the same mathematics as a particle moving in imaginary time, and $r$ becomes the width of the terrace between two steps (section 7).

## 2. Separating the centre of mass

Let $R=(x_1+x_2)/2$, so that $x_{1,2}=R\pm r/2$. The chain rule gives $\partial_1=\tfrac12\partial_R+\partial_r$ and $\partial_2=\tfrac12\partial_R-\partial_r$. The cross terms cancel in the sum of squares:

$$\partial_1^2+\partial_2^2=\tfrac12\partial_R^2+2\partial_r^2,\qquad x_1^2+x_2^2=2R^2+\tfrac12r^2 .$$

Hence $H=H_R+H_r$ with

$$H_R=-\frac{\hbar^2}{4m}\partial_R^2+m\omega^2R^2,\qquad H_r=-\frac{\hbar^2}{m}\partial_r^2+\frac{m\omega^2}{4}r^2+\frac{g}{r^2}.$$

The ground state is a product $\Phi(R)\psi(r)$, and the change of variables has unit Jacobian. Integrating over $R$ therefore leaves $|\psi(r)|^2$ as the density of the separation. The centre of mass is an oscillator of frequency $\omega$ and adds $\hbar\omega/2$ to the energy.

Now put $r=\ell y$. Since $\hbar^2/(m\ell^2)=\hbar\omega$, $m\omega^2\ell^2=\hbar\omega$ and $g/\ell^2=G\hbar\omega$,

$$H_r=\hbar\omega\,h,\qquad h=-\frac{d^2}{dy^2}+\frac{G}{y^2}+\frac{y^2}{4}.$$

## 3. What happens at contact

Near $y=0$ the trap and the energy are negligible beside $1/y^2$. The trial form $\psi\sim y^p$ gives $p(p-1)=G$, with roots $p=\lambda$ and $p=1-\lambda$. They are real when $G\ge-1/4$, and then $\lambda\ge1/2$. At $G=-1/4$ the roots coincide and the two solutions are $\sqrt y$ and $\sqrt y\,\ln y$.

The second solution is square-integrable at the origin if $2-2\lambda>-1$, that is, $\lambda<3/2$ or $G<3/4$. In that range normalisability alone does not select a state, and the Hamiltonian needs a contact condition. We take the finite-energy (Friedrichs) condition

$$\int_0\left|\psi'-\frac{\lambda}{y}\psi\right|^2dy<\infty .$$

For $\psi=y^\lambda$ the integrand vanishes. For $y^{1-\lambda}$ with $\lambda>1/2$ it is $(1-2\lambda)^2y^{-2\lambda}$, and the integral diverges. For $\sqrt y\,\ln y$ with $\lambda=1/2$ it is $1/y$, which also diverges. At $G=0$ the condition removes the constant solution, which is the usual rule that $\psi$ vanishes for non-crossing particles.

The condition has consequences. For $1/2<\lambda<3/2$ the function $y^{1-\lambda}e^{-y^2/4}$ satisfies the differential equation with energy $\tfrac32-\lambda$, which is below the value $\lambda+\tfrac12$ found next. A different contact physics that admits this function changes the distribution.

## 4. The ground state by factorisation

Define

$$B=\frac{d}{dy}+w,\qquad w=-\frac{\lambda}{y}+\frac y2,\qquad B^\dagger=-\frac{d}{dy}+w .$$

Acting on a function, $B^\dagger B\psi=-\psi''-(w\psi)'+w\psi'+w^2\psi$, so $B^\dagger B=-d^2/dy^2+w^2-w'$. The two pieces are

$$w^2=\frac{\lambda^2}{y^2}-\lambda+\frac{y^2}{4},\qquad w'=\frac{\lambda}{y^2}+\frac12 .$$

Subtracting and using $\lambda(\lambda-1)=G$,

$$h=B^\dagger B+\lambda+\tfrac12 .$$

For normalised functions that vanish near $y=0$ and at large $y$, integration by parts leaves no boundary term, and

$$\langle h\rangle=\int_0^\infty|B\psi|^2dy+\lambda+\tfrac12 .$$

To see what this means for all finite-energy states, write $\psi=y^\lambda e^{-y^2/4}f$. Since $B$ annihilates the prefactor,

$$\int_0^\infty|B\psi|^2dy=\int_0^\infty y^{2\lambda}e^{-y^2/2}|f'|^2dy .$$

Functions that vanish near contact approximate the others at no cost in energy. Multiply a bounded $f$ by a cutoff that rises from 0 at $y=\varepsilon^2$ to 1 at $y=\varepsilon$ as $\ln(y/\varepsilon^2)/\ln(1/\varepsilon)$. The slope of the cutoff costs at most a constant times

$$\frac{1}{\ln^2(1/\varepsilon)}\int_{\varepsilon^2}^{\varepsilon}y^{2\lambda-2}dy\le\frac{1}{\ln^2(1/\varepsilon)}\int_{\varepsilon^2}^{\varepsilon}\frac{dy}{y}=\frac{1}{\ln(1/\varepsilon)}\to0,$$

because $2\lambda\ge1$ and $y<1$. An unbounded $f$ is first truncated at a large height, and the removed part of the convergent integral tends to zero as that height grows. The energy formula therefore holds for every finite-energy state.

The integral is never negative, so $E\ge\lambda+\tfrac12$. Equality requires $f'=0$, which gives the unique ground state

$$\psi_0\propto y^\lambda e^{-y^2/4},\qquad E_r=\hbar\omega\left(\lambda+\tfrac12\right),\qquad E_{\rm total}=\hbar\omega(\lambda+1).$$

Squaring $\psi_0$ gives $y^{2\lambda}e^{-y^2/2}$, the power times a Gaussian. The power comes from contact and the Gaussian from the trap, and no correction factor joins them.

Solving the separation problem on a logarithmic grid, without using $\lambda$, tests this at $G=-0.2,\,0,\,0.3,\,2$ and $12$. The largest difference between cumulative distributions is $7\times10^{-6}$. A grid for both particles at $G=2$, with the centre of mass included, gives a total energy of $2.998\,\hbar\omega$ against the formula's $3\,\hbar\omega$.

## 5. Normalisation and moments

With $z=y^2/2$,

$$I_n=\int_0^\infty y^ne^{-y^2/2}dy=2^{(n-1)/2}\,\Gamma\!\left(\tfrac{n+1}{2}\right).$$

The mean and mean square follow from ratios of these integrals:

$$\langle r\rangle=\ell\frac{I_{\varrho+1}}{I_\varrho}=\sqrt2\,\ell\,\frac{\Gamma(\frac{\varrho+2}{2})}{\Gamma(\frac{\varrho+1}{2})},\qquad \langle r^2\rangle=\ell^2\frac{I_{\varrho+2}}{I_\varrho}=(\varrho+1)\ell^2 .$$

Substituting $r=\langle r\rangle s$ in the exponent gives $b=\langle r\rangle^2/2\ell^2$, which is the stated $b$. The prefactor is

$$a=\frac{(\langle r\rangle/\ell)^{\varrho+1}}{I_\varrho}=\frac{(2b)^{(\varrho+1)/2}}{2^{(\varrho-1)/2}\Gamma(\frac{\varrho+1}{2})}=\frac{2b^{(\varrho+1)/2}}{\Gamma(\frac{\varrho+1}{2})}.$$

The variance of $s$, called the scaled variance below, is

$$\sigma_s^2=\frac{\langle r^2\rangle}{\langle r\rangle^2}-1=\frac{\varrho+1}{2b}-1 .$$

The power is an integer at these three couplings, among others:

- $G=-1/4$, $\varrho=1$: $P=\frac{\pi}{2}s\,e^{-\pi s^2/4}$.
- $G=0$, $\varrho=2$: $P=\frac{32}{\pi^2}s^2e^{-4s^2/\pi}$.
- $G=2$, $\varrho=4$: $P=\left(\frac{64}{9\pi}\right)^3s^4e^{-64s^2/9\pi}$.

**Strong repulsion.** The logarithm of the density is $\varrho\ln y-y^2/2$ plus a constant. Its maximum is at $y_0=\sqrt\varrho$, where the second derivative is $-\varrho/y_0^2-1=-2$. For large $\varrho$ the density is therefore nearly Gaussian with variance $\ell^2/2$, and $\sigma_s^2\to1/(2\varrho)$.

The classical picture agrees. The potential $G/y^2+y^2/4$ has its minimum at $y^4=4G$, and $\varrho\to2\sqrt G$ gives the same position. The curvature there is $6G/y^4+\tfrac12=2$, so small oscillations obey $-d^2/d\delta^2+\delta^2$ with $\delta=y-y_0$. Their ground-state density is $e^{-\delta^2}$, with variance $1/2$. Stronger repulsion moves the particles apart but, in this limit, leaves the absolute width of the distribution unchanged.

## 6. Why the coupling stops at $-1/4$

Put $y=e^t$ and $\psi=y^{1/2}\varphi(t)$. Then $\psi''=y^{-3/2}(\varphi_{tt}-\varphi/4)$, and $h\psi=E\psi$ multiplied by $y^{3/2}$ becomes

$$-\varphi_{tt}+\left(G+\tfrac14\right)\varphi+\tfrac14e^{4t}\varphi=E\,e^{2t}\varphi .$$

Contact lies at $t\to-\infty$. Suppose $G+\tfrac14=-\nu^2<0$. Take for $\varphi$ one half-wave of a sine on an interval longer than $\pi/\nu$. Then $\int(\varphi_t^2-\nu^2\varphi^2)dt$ is negative. Shift the interval by $-\tau$: this number does not change and the trap term fades, but the norm $\int e^{2t}\varphi^2dt$ shrinks as $e^{-2\tau}$. The energy, their ratio, falls without limit, so there is no ground state.

For $G=-0.3$ a hard wall at $y=e^{-15}$ leaves no state below $-10^3\hbar\omega$, while a wall at $e^{-30}$ allows one below $-10^6\hbar\omega$.

At threshold itself a wall at $y=e^{-T}$ does little harm. For large $T$, $\varphi$ must climb linearly from 0 to about 1 over a length $T$, which costs $T(1/T)^2=1/T$. The norm is $\int_0^\infty ye^{-y^2/2}dy=1$. For $T=200$ the expected energy is $1.005\,\hbar\omega$, and the grid solution gives the same value.

## 7. From particles to surface steps

Two steps run along $z$ with positions $x_1(z)>x_2(z)$. Let $\beta$ be the step stiffness, $A$ the strength of the repulsion and $\kappa$ a harmonic confinement. The free energy is

$$F=\int dz\left[\frac\beta2\left(x_1'^2+x_2'^2\right)+\frac\kappa2\left(x_1^2+x_2^2\right)+\frac{A}{(x_1-x_2)^2}\right].$$

Cut the steps into slices of length $\epsilon$. For each step the stiffness contributes a weight $\exp[-\beta(\Delta x)^2/(2k_BT\epsilon)]$, a Gaussian of variance $k_BT\epsilon/\beta$. Convolution with it acts as $\exp[\epsilon(k_BT/2\beta)\partial^2]$. As $\epsilon\to0$ the sum over all shapes of length $L$ becomes $\exp(-L\mathcal H/k_BT)$ with

$$\mathcal H=-\frac{(k_BT)^2}{2\beta}(\partial_1^2+\partial_2^2)+\frac\kappa2(x_1^2+x_2^2)+\frac{A}{(x_1-x_2)^2}.$$

This is $H$ with $\hbar\to k_BT$, $m\to\beta$, $g\to A$ and $\omega\to\sqrt{\kappa/\beta}$. Therefore $G=A\beta/(k_BT)^2$.

Far from both ends, the part of the steps on each side of a given $z$ contributes one factor $\psi_0$, so the terrace width has density $\psi_0^2$. To find how far is far enough, insert $\psi=\psi_0f$ in $h\psi=E\psi$:

$$-f''-\left(\frac{2\lambda}{y}-y\right)f'=\left(E-\lambda-\tfrac12\right)f .$$

The polynomial $f=y^2-(2\lambda+1)$ solves this with excitation energy 2. It has one node and is the first excited state. End effects on the terrace width thus decay over the length $k_BT/(2k_BT\sqrt{\kappa/\beta})=1/(2\sqrt{\kappa/\beta})$. The position of a single step also contains the centre of mass, whose first excitation energy is only 1, so it can keep a memory of the ends over twice that length.

## 8. A pair of steps on vicinal Ge(111)

Take $T=800$ K, $\beta=0.3$ eV/nm and $A=0.02$ eV nm. The last two are rough typical values for semiconductor steps, not measured germanium data. The confinement $\kappa=2.5\times10^{-5}$ eV/nm³ is chosen to give terraces near 10 nm. With $k_BT=0.06894$ eV,

$$G=\frac{0.02\times0.3}{0.06894^2}=1.26,\qquad \varrho=1+\sqrt{1+4G}=3.46 .$$

This gives $a=8.33$ and $b=2.00$. The lengths follow from $\sqrt{\kappa/\beta}=0.00913$ nm⁻¹:

$$\ell=\sqrt{\frac{0.06894}{0.3\times0.00913}}\ \text{nm}=5.02\ \text{nm},\qquad \langle r\rangle=\sqrt{2b}\,\ell=10.0\ \text{nm}.$$

The most probable width is $\sqrt\varrho\,\ell=9.3$ nm. The scaled variance is 0.1176, so the standard deviation is 3.4 nm. About 6% of the widths are below half the mean and 8% above one and a half times the mean. A rough lattice constant of 0.566 nm gives a step height of 0.327 nm, and a regular staircase with this mean width has a miscut of 1.9°.

A transfer matrix built from the Boltzmann weights with these parameters gives the same mean and a scaled variance of 0.1177. Its relaxation length along the step, 54.8 nm, agrees with $1/(2\sqrt{\kappa/\beta})$.

## 9. What the pair model leaves out

**Neighbouring steps.** On a real vicinal surface the trap stands for the other steps. One neighbour at the mean distance contributes a curvature $6A/\langle r\rangle^4=1.2\times10^{-5}$ eV/nm³, of the same order as the chosen $\kappa$. Replacing the trap by two fixed steps, each repelling both mobile steps with the same strength, at the same $G$, lowers the scaled variance from 0.118 to 0.103, or by 13%. This is the largest change in scaled variance among the modifications computed here at fixed temperature. Read with the pair formula, the variance between fixed neighbours would suggest too strong a repulsion. Fixed neighbours are an artificial limit, however: on a real surface they wander too, and the examples with more mobile steps below stay much closer to the pair value.

**More than two mobile steps.** Three steps in the same trap, with the same inverse-square repulsion between all three pairs including the outer pair, have the ground state $\prod_{i<j}(x_i-x_j)^\lambda e^{-\sum x_i^2/2\ell^2}$. With $x_{ij}=x_i-x_j$, the three-body terms in the kinetic energy cancel because

$$\frac1{x_{12}x_{13}}+\frac1{x_{21}x_{23}}+\frac1{x_{31}x_{32}}=\frac{x_{23}-x_{13}+x_{12}}{x_{12}x_{13}x_{23}}=0 .$$

One gap then has a scaled variance of 0.1183. Its density still starts as $r^\varrho$, and a generalised Wigner form with that power would need 0.1176. The form is thus no longer exact, though the difference is below 1%. For an infinite array at $G=0$ the value is 0.1800 against 0.1781 for the pair, a difference of about 1%. The size of this difference depends on $G$: it grows with attraction, to about 4% at $G=-1/4$ for the central gaps of a long array.

**Atomic structure.** Restricting the width to multiples of the 0.347 nm row spacing changes the mean by less than 0.1%. An additional repulsion $A c/r^3$, with $c$ set equal to the row spacing as an assumed size, raises the mean by 1.2% and lowers the scaled variance by 3%. For a free step, the variance in section 7 gives an rms slope $\sqrt{k_BT/(\beta\epsilon)}$ over a length $\epsilon$. This is 0.06 over the relaxation length but 0.8 over one row spacing. The small-slope free energy therefore holds on the longer scale, and $\beta$ must be understood as a coarse-grained stiffness.

**Temperature and length.** With $\beta$ and $A$ held fixed, $\varrho$ is 3.76 at 700 K and 3.23 at 900 K. Real stiffness also varies with temperature, which this comparison omits. In the trap model, the decay factor for end effects on the terrace width at the middle of a step 1000 nm long is about $10^{-4}$; their actual size also depends on the conditions at the ends. This exponential decay comes from the excitation gap of the fixed trap and does not carry over to an array of mobile steps. Such an array has collective modes whose frequency vanishes at long wavelength, so end effects fall only as a power of the distance $z$ from the end. In a harmonic estimate with these parameters, a disturbance of one terrace at the end decays roughly as $1/z$ and keeps 5 to 10% of its size at 500 nm.

**Growth.** The distribution describes equilibrium. A deposition flux can drive steps together or apart, and nothing above estimates that effect. On a growing surface it can be expected to hold only approximately, and only if the steps equilibrate much faster than the flux rearranges them.

The values for the pair model, the germanium example and the grid tests are in the numerical output.

## Values computed for the example and the checks

```
Two-particle grid, G=2: energy 2.9981 hbar*omega, formula 3.0000
G | rho | relative energy numeric, formula (hbar*omega) | max CDF error
-0.20 | 1.4472 | 1.22360, 1.22361 | 2.3e-06
 0.00 | 2.0000 | 1.50000, 1.50000 | 2.8e-06
 0.30 | 2.4832 | 1.74162, 1.74162 | 3.2e-06
 2.00 | 4.0000 | 2.49999, 2.50000 | 4.3e-06
12.00 | 8.0000 | 4.49999, 4.50000 | 7.0e-06
G=-1/4, wall at exp(-200) trap lengths: energy 1.00499 hbar*omega
G=-0.3: state below -1e3 with wall exp(-15): False
G=-0.3: state below -1e6 with wall exp(-30): True
Inputs: T 800 K, stiffness 0.3 eV/nm, A 0.02 eV nm
Inputs: kappa 2.5e-05 eV/nm^3, lattice constant 0.566 nm
kT 0.06894 eV; coupling G 1.2625; lam 1.7298; rho 3.4597
a 8.3299; b 1.9951; scaled variance 0.1176
sqrt(kappa/stiffness) 0.00913 1/nm; trap length 5.017 nm
Mean width 10.022 nm; most probable 9.332 nm; std 3.438 nm
Probability width < mean/2: 0.0605; > 1.5 mean: 0.0818
Step height 0.327 nm; row spacing 0.347 nm; miscut 1.87 deg
Transfer matrix: mean 10.022 nm, scaled variance 0.1177
Relaxation length along step: formula 54.77 nm, transfer matrix 54.77 nm
Atomic rows: mean 10.019 nm, scaled variance 0.1177
Added repulsion A*row/r^3: mean 10.143 nm, scaled variance 0.1143
Fixed neighbour steps instead of trap: scaled variance 0.1026
Curvature 6A/mean^4 from one neighbour: 1.19e-05 eV/nm^3
Three steps in the trap: scaled variance of one gap 0.1183
G=0: scaled variance, pair 0.17810, infinite array 0.17999
End effect at middle of 1000 nm step, order 1.1e-04
Rms step slope over relaxation length 0.065; over one row spacing 0.814
Probability of width below one row spacing: 5.7e-07
rho at 700 K, same stiffness and A: 3.7561
rho at 900 K, same stiffness and A: 3.2338
```
